# Reproducible Clebsch-Gordan coefficients for finite point groups by projection and transfer: a numerical check

```python
# Result under test: Clebsch-Gordan coefficients of a finite point group follow
# from (1) the eigenvectors of eigenvalue 1 of the projector P_11 on the product
# space, (2) a unique echelon basis of that eigenspace, (3) transfer operators
#   P_kl = (d/|G|) sum_g conj(D_kl(g)) A(g) x B(g).
# A, B, target: irreps as arrays [group element, row, column].
# Coefficients: arrays [product index (i,j), copy r, component k].
# Exchange S swaps the two factors when both are the same irrep.
import numpy as np
from scipy.linalg import null_space
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
accepted, rejected, eigen_error = [], [], []


def closure(generators):
    elements = [np.eye(len(generators[0]))]
    for element in elements:              # the list grows while it is read
        for generator in generators:
            new = generator @ element
            if all(abs(new - old).max() > 1e-6 for old in elements):
                elements.append(new)
    return np.array(elements)


def echelon(V):
    """Unique basis of the column space of V (orthonormal columns)."""
    m, combos = V.shape[1], []
    for row in V:
        if len(combos) == m:
            break
        x = row.conj()
        for q in combos:
            x = x - q * np.vdot(q, x)
        size = np.linalg.norm(x)
        if size > 1e-7:
            accepted.append(size)
            combos.append(x / size)
        else:
            rejected.append(size)
    return V @ np.array(combos).reshape(m, m).T


def product_rep(A, B):
    n = A.shape[1] * B.shape[1]
    return np.einsum('gij,gkl->gikjl', A, B).reshape(len(A), n, n)


def transfer(product, target, k, l):
    weight = target.shape[1] / len(target)
    return weight * np.tensordot(target[:, k, l].conj(), product, axes=1)


def unit_eigenspace(P):
    values, vectors = np.linalg.eigh(P)
    eigen_error.append(np.minimum(abs(values), abs(values - 1)).max())
    return vectors[:, values > 0.5]


def exchange(d):
    return np.eye(d * d).reshape(d, d, d * d).transpose(1, 0, 2).reshape(d * d, d * d)


def coupling(A, B, target, split=True, scramble=False):
    product = product_rep(A, B)
    P = transfer(product, target, 0, 0)
    one = np.eye(len(P))
    sectors = [one]
    if A is B and split:
        S = exchange(A.shape[1])
        sectors = [(one + S) / 2, (one - S) / 2]
    seeds = []
    for sector in sectors:
        V = unit_eigenspace(P @ sector)
        m = V.shape[1]
        if scramble and m:
            noise = rng.normal(size=(m, m)) + 1j * rng.normal(size=(m, m))
            V = V @ np.linalg.qr(noise)[0]
        seeds.append(echelon(V))
    W = np.hstack(seeds)
    return np.stack([transfer(product, target, k, 0) @ W
                     for k in range(target.shape[1])], axis=2)


def pieces(rep, chosen):
    """Split rep by a class sum; returns (basis, matrices), rising eigenvalue."""
    values, vectors = np.linalg.eigh(rep[chosen].sum(axis=0))
    result = []
    for level in np.unique(values.round(6)):
        W = echelon(vectors[:, abs(values - level) < 1e-5])
        result.append((W, W.conj().T @ rep @ W))
    return result


def covariance_error(A, B, target, C):
    left = np.einsum('gxy,yrk->gxrk', product_rep(A, B), C)
    right = np.einsum('xrl,glk->gxrk', C, target)
    return abs(left - right).max()


def show(vector, d, half=False):
    assert abs(np.imag(vector)).max() < 1e-10
    grid = np.real(vector).reshape(d, d)
    return ' '.join(f'{grid[i, j]:+.5f}({i+1}{j+1})' for i in range(d)
                    for j in range(i if half else 0, d) if abs(grid[i, j]) > 1e-9)


# ---- groups and their irreps -------------------------------------------------
groups = {}
c3z = Rotation.from_rotvec([0, 0, 2 * np.pi / 3]).as_matrix()
F = closure([c3z, np.diag([1.0, -1.0, 1.0])])
groups['C3v'] = (F, {'A1': np.ones((len(F), 1, 1)),
                     'A2': np.linalg.det(F).reshape(-1, 1, 1),
                     'E': F[:, :2, :2]})

cyclic = np.array([[0.0, 0, 1], [1, 0, 0], [0, 1, 0]])
F = closure([np.diag([-1.0, -1.0, 1.0]), cyclic])
phase = np.exp(2j * np.pi * abs(F[:, :, 0]).argmax(axis=1) / 3).reshape(-1, 1, 1)
groups['T'] = (F, {'A': np.ones((len(F), 1, 1)), 'E1': phase,
                   'E2': phase.conj(), 'T': F})

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
u4 = np.diag(np.exp([-0.25j * np.pi, 0.25j * np.pi]))
u3 = 0.5 * (np.eye(2) - 1j * sigma.sum(axis=0))
F = closure([u4, u3])
T1 = 0.5 * np.einsum('iab,gbc,jcd,gad->gij', sigma, F, sigma, F.conj()).real
fourfold = abs(np.trace(F, axis1=1, axis2=2) - np.sqrt(2)) < 1e-6
parts = pieces(product_rep(T1, T1), fourfold)
T2, E = parts[0][1], parts[1][1]
A2 = pieces(product_rep(T2, T1), fourfold)[0][1]
G8 = pieces(product_rep(F, T1), fourfold)[0][1]
groups['O double'] = (F, {'A1': np.ones((len(F), 1, 1)), 'A2': A2, 'E': E,
                          'T1': T1, 'T2': T2, 'G6': F,
                          'G7': product_rep(A2, F), 'G8': G8})

golden = (1 + np.sqrt(5)) / 2
axis = np.array([0, 1, golden]) / np.hypot(1, golden)
F = closure([Rotation.from_rotvec(2 * np.pi / 5 * axis).as_matrix(), cyclic])
fivefold = abs(np.trace(F, axis1=1, axis2=2) - golden) < 1e-6
H_basis, H = pieces(product_rep(F, F), fivefold)[0]
parts = pieces(product_rep(H, F), fivefold)
groups['I'] = (F, {'A': np.ones((len(F), 1, 1)), 'T1': F,
                   'T2': parts[1][1], 'G': parts[0][1], 'H': H})

# ---- every product in every group ---------------------------------------------
worst = dict(covariance=0.0, unitarity=0.0, scramble=0.0)
print('All coefficients are pure numbers; (ij) labels a product of components')
for name, (F, irreps) in groups.items():
    order = len(F)
    # the matrices are representations, irreducible, inequivalent and complete
    products = np.einsum('aij,bjk->abik', F, F)
    table = abs(products[:, :, None] - F).sum(axis=(-1, -2)).argmin(axis=-1)
    rows = []
    for D in irreps.values():
        assert np.allclose(np.einsum('aij,bjk->abik', D, D), D[table], atol=1e-10)
        rows.append(np.sqrt(D.shape[1] / order) * D.reshape(order, -1).T)
    rows = np.vstack(rows)
    assert rows.shape == (order, order)
    assert np.allclose(rows @ rows.conj().T, np.eye(order), atol=1e-10)
    character = {c: np.trace(D, axis1=1, axis2=2) for c, D in irreps.items()}
    triples = 0
    for a, A in irreps.items():
        for b, B in irreps.items():
            blocks = []
            for c, target in irreps.items():
                C = coupling(A, B, target)
                m = C.shape[1]
                count = np.mean(character[c].conj() * character[a] * character[b])
                assert abs(count - m) < 1e-9
                if m == 0:
                    continue
                triples += 1
                worst['covariance'] = max(worst['covariance'],
                                          covariance_error(A, B, target, C))
                again = coupling(A, B, target, scramble=True)
                worst['scramble'] = max(worst['scramble'], abs(again - C).max())
                if a == b:
                    W = C[:, :, 0]
                    difference = np.vdot(W, exchange(A.shape[1]) @ W)
                    squares = np.trace(A @ A, axis1=1, axis2=2)
                    assert abs(difference - np.mean(character[c].conj() * squares)) < 1e-9
                blocks.append(C.reshape(len(C), -1))
            full = np.hstack(blocks)
            assert full.shape[0] == full.shape[1]
            worst['unitarity'] = max(worst['unitarity'],
                                     abs(full.conj().T @ full - np.eye(len(full))).max())
    print(f'{name}: {order} elements, {len(irreps)} irreps, {triples} nonzero couplings')
assert max(worst.values()) < 1e-10
for key, value in worst.items():
    print(f'largest {key} error: {value:.1e}')
assert max(eigen_error) < 1e-10
print(f'largest distance of a projector eigenvalue from 0 or 1: {max(eigen_error):.1e}')
assert min(accepted) > 1e6 * max(rejected)
print(f'echelon residuals: smallest accepted {min(accepted):.4f}, '
      f'largest rejected {max(rejected):.1e}')

# ---- hand-sized case: C3v, E x E -> E -----------------------------------------
E = groups['C3v'][1]['E']
print('C3v, E x E -> E: projector P_11, basis order 11,12,21,22')
for row in transfer(product_rep(E, E), E, 0, 0):
    print('  ' + ' '.join(f'{x:7.4f}' for x in row.round(10) + 0.0))
C = coupling(E, E, E)
assert np.allclose(C[:, 0, :].T, np.array([[1, 0, 0, -1], [0, -1, -1, 0]]) / np.sqrt(2))
for k in range(2):
    print(f'  k={k+1}: {show(C[:, 0, k], 2)}')

# ---- exchange splitting is needed: group T, T x T -> 2T ------------------------
T = groups['T'][1]['T']
S3 = exchange(3)
unsplit, split = [coupling(T, T, T, split=s)[:, :, 0] for s in (False, True)]
parity = [np.einsum('xr,xr->r', W.conj(), S3 @ W).real for W in (unsplit, split)]
assert abs(parity[0]).max() < 1e-10 and np.allclose(parity[1], [1, -1])
print('T, T x T -> 2T, <S> of copies: without splitting',
      parity[0].round(4) + 0.0, 'with', parity[1].round(4))

# spin singlet in the double group
G6, G8 = groups['O double'][1]['G6'], groups['O double'][1]['G8']
singlet = coupling(G6, G6, groups['O double'][1]['A1'])[:, 0, 0]
assert np.allclose(singlet, np.array([0, 1, -1, 0]) / np.sqrt(2))


def content(D, irreps):
    S, text = exchange(D.shape[1]), []
    for c, target in irreps.items():
        W = coupling(D, D, target)[:, :, 0]
        signs = np.einsum('xr,xr->r', W.conj(), S @ W).real
        if len(signs):
            text.append(f'{c}:{(signs > 0).sum()}+{(signs < 0).sum()}')
    return ' '.join(text)


print('copies symmetric+antisymmetric under exchange:')
print('  O double, G8 x G8 ->', content(G8, groups['O double'][1]))
F, irreps = groups['I']
H, G = irreps['H'], irreps['G']
print('  I, H x H ->', content(H, irreps))

# ---- I, T1 x T1 -> T1 is the cross product -------------------------------------
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[j, i, k] = 1, -1
C = coupling(F, F, F)
assert np.allclose(C[:, 0, :].reshape(3, 3, 3), levi / np.sqrt(2), atol=1e-10)
for k in range(3):
    print(f'I, T1 x T1 -> T1, k={k+1}: {show(C[:, 0, k], 3)}')
separate = np.stack([echelon(unit_eigenspace(transfer(product_rep(F, F), F, k, k)))
                     for k in range(3)], axis=2)
broken = covariance_error(F, F, F, separate)
assert broken > 0.5
print(f'  covariance error if each P_kk gets its own phase: {broken:.4f}')

# ---- I, H x H -> 2H -------------------------------------------------------------
product = product_rep(H, H)
P = [[transfer(product, H, k, l) for l in range(5)] for k in range(5)]
for k in range(5):
    for l in range(5):
        assert np.allclose(P[k][l].conj().T, P[l][k], atol=1e-10)
        for m in range(5):
            for n in range(5):
                assert np.allclose(P[k][l] @ P[m][n], (l == m) * P[k][n], atol=1e-10)

print('H components as tensors, 1=x 2=y 3=z; (ij), i<j, stands for both orders')
for k in range(5):
    print(f'  H{k+1}: {show(H_basis[:, k], 3, half=True)}')
C = coupling(H, H, H)
assert C.shape[1] == 2
print('I, H x H -> 2H (both symmetric; (ij), i<j, stands for both orders)')
for r in range(2):
    for k in range(5):
        print(f'  r={r+1} k={k+1}: {show(C[:, r, k], 5, half=True)}')
CG = coupling(H, H, G)
print('I, H x H -> 2G, k=1 (r=2: reversed order has the opposite sign)')
for r in range(2):
    print(f'  r={r+1}: {show(CG[:, r, 0], 5, half=True)}')

# independent road: solve the covariance equations for two generators only
equations = np.vstack([np.kron(product[g], np.eye(5)) - np.kron(np.eye(25), H[g].T)
                       for g in (1, 2)])
solutions = null_space(equations, rcond=1e-10)
ours = C.transpose(0, 2, 1).reshape(125, 2) / np.sqrt(5)
assert solutions.shape[1] == 2
assert np.allclose(solutions @ solutions.T, ours @ ours.conj().T, atol=1e-10)
print('null-space dimension from two generators:', solutions.shape[1])

# relation to the angular-momentum basis of the two copies
J_squared = np.zeros((25, 25), dtype=complex)
for i in range(3):
    l_vector = -1j * levi[i]
    l_tensor = np.kron(l_vector, np.eye(3)) + np.kron(np.eye(3), l_vector)
    L = H_basis.T @ l_tensor @ H_basis
    J = np.kron(L, np.eye(5)) + np.kron(np.eye(5), L)
    J_squared += J @ J
in_copies = np.einsum('xrk,xy,ysk->krs', C.conj(), J_squared, C)
assert np.allclose(in_copies, in_copies[0], atol=1e-9)
values, vectors = np.linalg.eigh(in_copies[0].real)
assert np.allclose(values, [6, 20], atol=1e-9)
low = vectors[:, 0] * np.sign(vectors[0, 0])
Q = H_basis.T.reshape(5, 3, 3)
trace3 = np.einsum('aij,bjk,cki->abc', Q, Q, Q).reshape(25, 5)
coordinates = np.einsum('xrk,xk->rk', C, trace3) / np.linalg.norm(trace3[:, 0])
assert np.allclose(coordinates, coordinates[:, :1], atol=1e-10)
assert np.allclose(abs(low @ coordinates), 1, atol=1e-10)
print('J^2 in the two H copies (hbar^2):', in_copies[0].real.round(5).tolist())
print('  eigenvalues (hbar^2):', values.round(6))
print(f'  l=2 combination: {low[0]:+.5f} (r=1) {low[1]:+.5f} (r=2), '
      f'angle {np.degrees(np.arctan2(low[1], low[0])):.3f} deg')

# does a fresh run with reversed factors give the permuted table?
labels, changed, total = list(irreps), 0, 0
for p, a in enumerate(labels):
    for b in labels[p + 1:]:
        A, B = irreps[a], irreps[b]
        for target in irreps.values():
            X, Y = coupling(A, B, target), coupling(B, A, target)
            if X.shape[1]:
                X = X.reshape(A.shape[1], B.shape[1], *X.shape[1:])
                X = X.transpose(1, 0, 2, 3).reshape(Y.shape)
                total += 1
                changed += int(abs(X - Y).max() > 1e-8)
print(f'I: reversed factor order changes convention in {changed} of {total} couplings')
print('success')
```

Printed output:

```
All coefficients are pure numbers; (ij) labels a product of components
C3v: 6 elements, 3 irreps, 11 nonzero couplings
T: 12 elements, 4 irreps, 19 nonzero couplings
O double: 48 elements, 8 irreps, 118 nonzero couplings
I: 60 elements, 5 irreps, 65 nonzero couplings
largest covariance error: 3.0e-15
largest unitarity error: 5.2e-15
largest scramble error: 6.6e-16
largest distance of a projector eigenvalue from 0 or 1: 2.9e-15
echelon residuals: smallest accepted 0.0675, largest rejected 7.8e-15
C3v, E x E -> E: projector P_11, basis order 11,12,21,22
   0.5000  0.0000  0.0000 -0.5000
   0.0000  0.0000  0.0000  0.0000
   0.0000  0.0000  0.0000  0.0000
  -0.5000  0.0000  0.0000  0.5000
  k=1: +0.70711(11) -0.70711(22)
  k=2: -0.70711(12) -0.70711(21)
T, T x T -> 2T, <S> of copies: without splitting [0. 0.] with [ 1. -1.]
copies symmetric+antisymmetric under exchange:
  O double, G8 x G8 -> A1:0+1 A2:1+0 E:0+1 T1:2+0 T2:1+1
  I, H x H -> A:1+0 T1:0+1 T2:0+1 G:1+1 H:2+0
I, T1 x T1 -> T1, k=1: +0.70711(23) -0.70711(32)
I, T1 x T1 -> T1, k=2: -0.70711(13) +0.70711(31)
I, T1 x T1 -> T1, k=3: +0.70711(12) -0.70711(21)
  covariance error if each P_kk gets its own phase: 1.4142
H components as tensors, 1=x 2=y 3=z; (ij), i<j, stands for both orders
  H1: +0.81650(11) -0.40825(22) -0.40825(33)
  H2: +0.70711(12)
  H3: +0.70711(13)
  H4: +0.70711(22) -0.70711(33)
  H5: +0.70711(23)
I, H x H -> 2H (both symmetric; (ij), i<j, stands for both orders)
  r=1 k=1: +0.57960(11) +0.15661(14) +0.36955(22) +0.00787(33) -0.57960(44) -0.37741(55)
  r=1 k=2: +0.36955(12) +0.22244(24) +0.56032(35)
  r=1 k=3: +0.00787(13) +0.56032(25) -0.43126(34)
  r=1 k=4: +0.15661(11) -0.57960(14) +0.22244(22) -0.43126(33) -0.15661(44) +0.20882(55)
  r=1 k=5: -0.37741(15) +0.56032(23) +0.20882(45)
  r=2 k=1: +0.37354(14) +0.19021(22) -0.67245(33) +0.48224(55)
  r=2 k=2: +0.19021(12) -0.66666(24) +0.13921(35)
  r=2 k=3: -0.67245(13) +0.13921(25) +0.16861(34)
  r=2 k=4: +0.37354(11) -0.66666(22) +0.16861(33) -0.37354(44) +0.49806(55)
  r=2 k=5: +0.48224(15) +0.13921(23) +0.49806(45)
I, H x H -> 2G, k=1 (r=2: reversed order has the opposite sign)
  r=1: +0.35355(15) +0.40825(23) -0.45644(45)
  r=2: +0.35355(15) -0.54772(23) +0.27386(45)
null-space dimension from two generators: 2
J^2 in the two H copies (hbar^2): [[8.09302, 4.99215], [4.99215, 17.90698]]
  eigenvalues (hbar^2): [ 6. 20.]
  l=2 combination: +0.92222 (r=1) -0.38665 (r=2), angle -22.746 deg
I: reversed factor order changes convention in 4 of 24 couplings
success
```
